Ionized fraction of shallow donors at room temperature

**Problem**

An n-type semiconductor at T = 300 K contains N_D = 1.0×10¹⁸ cm⁻³ electrically active donors. Each has one level at a depth E = 45 meV below the conduction-band edge, with degeneracy g = 2. The effective density of states of the conduction band is N_c = 2.8×10¹⁹ cm⁻³. The donors are isolated: they neither disturb one another nor feel the free electrons. There are no acceptors, and holes are negligible.

(a) Derive the fraction x of donors that are ionized, and evaluate it.

(b) Explain why x is not small although E exceeds kT. Find how x responds to doping, depth and temperature.

(c) The numbers are roughly those of phosphorus in silicon. Estimate how far the neglected effects move x.

**Solution to (a)**

Energies are measured from the band edge, so the donor level lies at −E. The chemical potential μ has the same zero.

*The donor.* In equilibrium, a donor state with N electrons and energy E_N has weight exp[(Nμ − E_N)/kT]. The empty donor has weight 1. An electron of either spin gives a state of weight

w = exp[(μ + E)/kT].

Two electrons on one donor are excluded here because they repel. The allowed states are therefore one empty and g = 2 occupied ones. The empty donor is the ionized one, so

x = 1/(1 + g w), or (1 − x)/x = g w.  (1)

*The band.* Counting both spins, the number of states per volume between k and k + dk is 2·4πk² dk/(2π)³ = k² dk/π². With ε = ħ²k²/2m, this becomes

D(ε) dε = (1/2π²)(2m/ħ²)^(3/2) √ε dε.

Here m is the density-of-states mass, which includes the number of valleys. If the band is sparsely filled, the occupation of a state is exp[(μ − ε)/kT]. Since

∫₀^∞ √ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2),

the electron density is

n = N_c exp(μ/kT), N_c = 2(m kT/2πħ²)^(3/2).  (2)

The given N_c corresponds to m = 1.08 electron masses.

*Neutrality.* Each free electron has left one ionized donor behind, so n = xN_D. Equation (2) gives exp(μ/kT) = xN_D/N_c, and hence

w = (xN_D/N_c) exp(E/kT).

Insert this in (1):

(1 − x)/x = g (xN_D/N_c) exp(E/kT).

Dividing by x and inverting both sides gives

x²/(1 − x) = K/N_D, K = (N_c/g) exp(−E/kT).  (3)

The left side rises steadily from 0 to infinity as x goes from 0 to 1, so there is one physical solution. With r = K/N_D, equation (3) reads x² + rx − r = 0. Its positive root is

x = [−r + √(r² + 4r)]/2.

Multiply numerator and denominator by r + √(r² + 4r). The numerator becomes (r² + 4r) − r² = 4r, so

x = 2r/[r + √(r² + 4r)] = 2/[1 + √(1 + 4N_D/K)].  (4)

*Numbers.* At 300 K, kT = 25.852 meV. Then

E/kT = 45/25.852 = 1.7407,

exp(−E/kT) = 0.1754,

K = (2.8×10¹⁹ cm⁻³/2) × 0.1754 = 2.456×10¹⁸ cm⁻³.

With K/N_D = 2.456, equation (4) gives

x = 2/[1 + √(1 + 4/2.456)] = 2/2.621 = 0.763.

**In this model 76 percent of the donors are ionized.** The free-electron density is 7.6×10¹⁷ cm⁻³, and 2.4×10¹⁷ cm⁻³ donors remain neutral.

Equation (1) provides a check. From (2), μ = kT ln(0.763/28) = −93.14 meV. Thus μ + E = −48.14 meV and w = exp(−48.14/25.852) = 0.1553, so x = 1/(1 + 2 × 0.1553) = 0.763.

Spin matters here. Setting g = 1 would double K and give 85 percent.

**Solution to (b)**

The factor exp(−E/kT) = 0.175 compares the weight of one state at the band edge with that of one donor state. It does not count the states. For each donor there are N_c/N_D = 28 effective band states, against two spin states on the donor. The ratio 28/2 = 14 outweighs the Boltzmann factor: 14 × 0.1754 = 2.46, which is K/N_D. Equivalently, μ lies 48 meV below the donor level, so the level is mostly empty.

*Doping.* When N_D is much smaller than K, x is close to 1. Equation (3) then gives 1 − x = x²N_D/K ≈ N_D/K. Equation (4) gives 99.6 percent at 10¹⁶ cm⁻³ and 96 percent at 10¹⁷ cm⁻³. Setting x = 1/2 in (3) gives N_D = 2K = 4.9×10¹⁸ cm⁻³ for half ionization. These values belong to the isolated one-level model. The combined estimate of part (c), repeated at lower doping, gives 98.5 percent at 10¹⁶ cm⁻³ and 90 percent at 10¹⁷ cm⁻³. Part (c) also shows why the half-ionization density should not be carried over to a real crystal.

*Depth.* Take the logarithm of (3):

2 ln x − ln(1 − x) = ln K − ln N_D.

Differentiate with respect to E at fixed T and N_D, using d(ln K)/dE = −1/kT:

[2/x + 1/(1 − x)] dx/dE = −1/kT.

The bracket equals (2 − x)/[x(1 − x)], so

dx/dE = −x(1 − x)/[(2 − x)kT].

At x = 0.763, each additional meV of depth lowers the ionized fraction by 0.57 percentage points.

*Temperature.* By (2), N_c grows as T^(3/2) at fixed mass, and exp(−E/kT) also grows with T. Both raise K. With the mass, depth and doping held fixed, x is 62 percent at 233 K and 87 percent at 398 K. At this doping, a device that must work in the cold cannot be assigned its room-temperature carrier density. Where N_D is far below K even in the cold, the change is small.

**Solution to (c)**

*Fermi statistics.* Let z = exp(μ/kT) and u = n/N_c. The Fermi occupation of a state is z exp(−ε/kT) − z² exp(−2ε/kT) + …. In the integral over √ε, the second term acquires a factor 2^(−3/2) = 1/√8, so

u = z − z²/√8 + …, and hence z = u(1 + u/√8) to this order.

Since w = z exp(E/kT), the correction divides K by 1 + u/√8. With u = 0.027 this factor is 1.01. Solving neutrality numerically with the full Fermi integral changes x from 76.3 to 76.2 percent. Degeneracy of the electron gas is a minor matter here.

*A second electron.* Suppose a neutral donor can bind another electron by roughly 2 meV. The two-electron state is a spin singlet of energy −(45 + 2) meV, with weight w₂ = exp[(2μ + 47 meV)/kT]. The mean donor charge, in units of e, is then (1 − w₂)/(1 + 2w + w₂). Equating it to n/N_D and solving for μ gives 75.8 free electrons per 100 donors, again a small change.

*Other 1s states.* Silicon has six conduction-band valleys, so a donor has six 1s orbitals, or twelve states with spin. Two of these form the ground level. Place the other ten at a rough common depth of 33 meV. Summing the weights of all one-electron states replaces g by

g_eff = 2 + 10 exp[−(45 − 33)/25.852] = 8.29.

The additional places to hold an electron reduce K by the factor 2/8.29. Equation (4) then gives x = 53 percent. This is a large correction, because there are ten such states against two in the ground level, and 12 meV is less than kT.

*Screening.* Free electrons weaken the attraction of the donor ion. In a small electrostatic potential φ, the electron density changes by δn = neφ/kT. Outside the ion, Poisson's equation becomes

∇²φ = e δn/ε = φ/λ², λ = √(εkT/e²n),

where ε is the permittivity of the crystal. Let R be the distance from the ion. For a spherically symmetric φ the equation reads d²(Rφ)/dR² = Rφ/λ², so the solution that vanishes far away is φ ∝ exp(−R/λ)/R. Close to the ion it must become the unscreened Coulomb potential, which fixes the prefactor. The potential energy of an electron is therefore the Coulomb one multiplied by exp(−R/λ).

To estimate the new depth, treat the unscreened donor as a hydrogen atom with binding energy E. Its radius is a = e²/(8πεE) = 1.37 nm for a rough relative permittivity of 11.7. Measure lengths in a and energies in E. The Hamiltonian is then −∇² − (2/R) exp(−δR), with δ = a/λ. Take the normalized trial function √(β³/π) exp(−βR). Its kinetic energy is β², and its potential energy is

−2 ∫₀^∞ 4πR² (β³/π) exp[−(2β + δ)R] dR/R = −8β³/(2β + δ)².

The energy to be minimized over β is thus

β² − 8β³/(2β + δ)².

For δ = 0 this is β² − 2β, with minimum −1 at β = 1, as it must be. Because λ depends on n and n depends on the depth, the two are iterated to agreement. The result is λ = 4.4 nm, δ = 0.31 and a minimum of −0.499. The depth falls to 0.499 × 45 = 22.5 meV. Solving the radial equation on a grid at the same δ gives 0.500 in place of 0.499, so the trial function is adequate. With the shallower level and g = 2, equation (4) gives x = 87 percent.

*Together.* The two large effects oppose each other. Include all twelve 1s states, shift them upward by the same amount, use Fermi statistics, and again make λ consistent with n. The ground level then lies 25 meV deep, λ = 5.0 nm, and x = 66 percent. This indicates the size of the model error, of order ten percentage points. It is not a prediction for phosphorus in silicon. It is what remains of two opposing corrections, about −23 points from the upper 1s states and about +13 points from screening, so even its sign is not secure. It assumes static screening and an equal shift of all 1s levels. It also uses the small-potential formula for δn everywhere, although eφ exceeds kT out to 2.7 nm, about 2a, a region that holds three quarters of the hydrogenic 1s probability. The classical screening formula is itself stretched here. A sphere of radius λ holds only about 0.35 free electrons, and the thermal wavelength h/√(2πmkT), about 8 nm for a single-valley mass near 0.3 electron masses, exceeds λ. Allowing for the electron wavelength, or for the response of the donor charge to φ, moves x between about 65 and 68 percent. It also omits the n = 2 orbitals, whose smallest hydrogenic mean radius, 5a = 6.8 nm, exceeds λ. At δ = a/λ = 0.27 the screened potential binds no 2p level, but it still binds a 2s level by about 0.1 meV. Counting those twelve states as donor states would give x = 58 percent. That count overstates the effect, because a level this close to the edge is a state removed from the band. It does show that the line between bound and free electrons is not sharp at this doping.

*Isolation.* Overlap between donors is measured by aN_D^(1/3) = 0.137. A rough threshold for the Mott transition, where donor electrons become metallic, is 0.26. With this a, the threshold corresponds to N_D = (0.26/a)³ ≈ 7×10¹⁸ cm⁻³. This value scales as a⁻³: the radius 1.86 nm belonging to a depth of 33 meV gives 2.7×10¹⁸ cm⁻³, and the measured transition in phosphorus-doped silicon lies near 3.7×10¹⁸ cm⁻³. The given doping is below all of these values, but the half-ionization density found in (b) is above the measured one. There the picture of separate levels with thermally released electrons is no longer trustworthy, and (4) should not be used to predict freeze-out in heavily doped contact layers.

*Use at a contact.* Two distinctions matter. First, N_D counts active donors; dopant atoms in clusters or precipitates must be subtracted before (4) is applied. Second, x describes the neutral interior. In the depletion layer under a metal, the band edge and the donor level are raised together by an energy V while μ, at zero bias, stays constant. The weight w is then multiplied by exp(−V/kT), and (1) drives x towards 1 once V is several kT. For a barrier of many kT, the depletion charge is set by nearly all active donors, not by 76 percent of them. In this model the square of the charge per area is 96 percent of its value for an abrupt, fully ionized layer at a barrier of 0.7 eV, but only 74 percent at 0.1 eV, so the rule does not extend to low barriers.

All numerical values are calculated from the stated model.
